# EA-EOM-CCSD without storing the dressed four-virtual element: test program

```python
"""EA-EOM-CCSD in the 1p + 2p1h space, with the four-virtual term applied
without storing the dressed element W_abcd.

Result under test: for R = r^a a+ + 1/2 r^{ab}_j a+ b+ j the projected action
of Hbar = exp(-T) H exp(T) is given by the function sigma below, and
  1/2 W_abcd r^{cd}_j = sum_Q B_ac B_bd r^{cd}_j + 1/2 t_kl^{ab} y_klj,
  y_klj = 1/2 <kl||cd> r^{cd}_j,
where B are three-index factors of the integrals dressed by T1.
Symbols: i,j,k,l occupied and a,b,c,d virtual spin orbitals; t1[i,a],
t2[i,j,a,b] cluster amplitudes; r1[a], r2[a,b,j] attachment amplitudes;
(pr|qs) = sum_Q B[Q,p,r] B[Q,q,s]. Hartree atomic units.
"""
import tracemalloc
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, fci, ao2mo, lib
from pyscf.cc import eom_rccsd


def es(spec, *arrays):
    return np.einsum(spec, *arrays, optimize=True)


def antisym_block(B, p, q, r, s):
    """<pq||rs> for the given index ranges."""
    return (es('Qpr,Qqs->pqrs', B[:, p, r], B[:, q, s])
            - es('Qps,Qqr->pqrs', B[:, p, s], B[:, q, r]))


def intermediates(h, B, t1, t2):
    """All dressed quantities except the four-virtual one."""
    o, v = t1.shape
    n = o + v
    O, V = slice(0, o), slice(o, n)
    shift = np.zeros((n, n))
    shift[V, O] = t1.T
    left, right = np.eye(n) - shift, np.eye(n) + shift
    Bd = left @ B @ right
    f = (left @ h @ right + es('Qpq,Qii->pq', Bd, Bd[:, O, O])
         - es('Qpi,Qiq->pq', Bd[:, :, O], Bd[:, O, :]))
    oovv = antisym_block(Bd, O, O, V, V)
    ovvv = antisym_block(Bd, O, V, V, V)
    w = SimpleNamespace(o=o, v=v, t2=t2, oovv=oovv, ovvv=ovvv)
    w.Bvv = np.ascontiguousarray(Bd[:, V, V])
    w.Fov = f[O, V]
    w.Fvv = f[V, V] - 0.5 * es('klad,klcd->ac', t2, oovv)
    w.Foo = f[O, O] + 0.5 * es('jlcd,klcd->kj', t2, oovv)
    w.Wovvo = (antisym_block(Bd, O, V, V, O)
               + es('jlbd,klcd->kbcj', t2, oovv))
    mixed = es('kjad,kbcd->abcj', t2, ovvv)
    w.Wvvvo = (antisym_block(Bd, V, V, V, O)
               + 0.5 * es('klab,klcj->abcj', t2,
                          antisym_block(Bd, O, O, V, O))
               - mixed + mixed.transpose(1, 0, 2, 3))
    return w


def explicit_four_virtual(w):
    """The stored dressed element W_abcd, used for comparison only."""
    full = slice(0, w.v)
    return (antisym_block(w.Bvv, full, full, full, full)
            + 0.5 * es('klab,klcd->abcd', w.t2, w.oovv))


def factored_step(w, r2, batch=8):
    """Four-virtual term with no four-virtual array."""
    y = 0.5 * es('klcd,cdj->klj', w.oovv, r2)
    out = 0.5 * es('klab,klj->abj', w.t2, y)
    for start in range(0, len(w.Bvv), batch):
        b = w.Bvv[start:start + batch]
        z = np.tensordot(b, r2, axes=(2, 0))
        out += np.tensordot(z, b, axes=((0, 2), (0, 2))).transpose(0, 2, 1)
    return out


def bare_integral_step(B, t1, t2, r2):
    """Four-virtual term from undressed integrals, dressing moved onto r2."""
    o, v = t1.shape
    O, V = slice(0, o), slice(o, o + v)
    x = 0.5 * es('kbcd,cdj->kbj', antisym_block(B, O, V, V, V), r2)
    y = 0.5 * es('klcd,cdj->klj', antisym_block(B, O, O, V, V), r2)
    pair = es('ka,lb->klab', t1, t1)
    tau = t2 + pair - pair.transpose(0, 1, 3, 2)
    single = es('ka,kbj->abj', t1, x)
    return (0.5 * es('abcd,cdj->abj', antisym_block(B, V, V, V, V), r2)
            - single + single.transpose(1, 0, 2)
            + 0.5 * es('klab,klj->abj', tau, y))


def sigma(w, r1, r2, four_virtual):
    s1 = (w.Fvv @ r1 + es('kc,ack->a', w.Fov, r2)
          - 0.5 * es('kacd,cdk->a', w.ovvv, r2))
    X = w.Fov @ r1 + 0.5 * es('lkcd,cdk->l', w.oovv, r2)
    half = es('ac,cbj->abj', w.Fvv, r2) + es('kbcj,ack->abj', w.Wovvo, r2)
    s2 = (es('abcj,c->abj', w.Wvvvo, r1) + half - half.transpose(1, 0, 2)
          - es('kj,abk->abj', w.Foo, r2) - es('l,ljab->abj', X, w.t2)
          + four_virtual(r2))
    return s1, s2


# ---- Part 1: explicit operators in a small Fock space -------------------
rng = np.random.default_rng(7)
o, v, nq = 3, 5, 6
n = o + v
parity, lower = np.diag([1., -1.]), np.array([[0., 1.], [0., 0.]])
ann = []
for p in range(n):
    m = np.eye(1)
    for q in range(n):
        m = np.kron(m, parity if q < p else lower if q == p else np.eye(2))
    ann.append(m)
cre = [m.T for m in ann]
dim = 2 ** n
pair_op = np.array([[cre[p] @ ann[q] for q in range(n)] for p in range(n)])


def one_body(m):
    return np.tensordot(m, pair_op, axes=2)


B = 0.1 * rng.normal(size=(nq, n, n))
B = 0.5 * (B + B.transpose(0, 2, 1))
h = 0.05 * rng.normal(size=(n, n))
h = 0.5 * (h + h.T) + np.diag([-3., -2.7, -2.4, .5, .8, 1.1, 1.5, 1.9])
H = one_body(h - 0.5 * es('Qpr,Qrs->ps', B, B))
for factor in B:
    op = one_body(factor)
    H = H + 0.5 * op @ op
ref = np.zeros(dim)
ref[0] = 1.0
for i in reversed(range(o)):
    ref = cre[i] @ ref


def cluster(t1, t2):
    T = np.tensordot(t1, pair_op[o:, :o].transpose(1, 0, 2, 3), axes=2)
    exc = pair_op[o:, :o].transpose(1, 0, 2, 3)
    for i in range(o):
        for a in range(v):
            T = T + 0.25 * exc[i, a] @ np.tensordot(t2[i, :, a, :], exc,
                                                    axes=2)
    return T


def exp_apply(T, X):
    """exp(T) X; the series ends because T empties occupied orbitals."""
    out, term = X.copy(), X
    for k in range(1, o + 1):
        term = T @ term / k
        out = out + term
    return out


labels = [(a, b, j) for a in range(v) for b in range(a + 1, v)
          for j in range(o)]
R_ops = [cre[o + a] for a in range(v)]
R_ops += [cre[o + a] @ cre[o + b] @ ann[j] for a, b, j in labels]
kets = np.array([R @ ref for R in R_ops])


def operator_matrices(t1, t2):
    """Hbar, projected commutator [Hbar,R]|0>, projected (Hbar-E)R|0>."""
    T = cluster(t1, t2)
    Hbar = exp_apply(-T, H @ exp_apply(T, np.eye(dim)))
    on_ref = Hbar @ ref
    energy = ref @ on_ref
    full = kets @ Hbar @ kets.T
    back = kets @ np.array([R @ on_ref for R in R_ops]).T
    return Hbar, full - back, full - energy * np.eye(len(kets))


def formula_matrix(w):
    cols = []
    for mu in range(len(kets)):
        r1, r2 = np.zeros(v), np.zeros((v, v, o))
        if mu < v:
            r1[mu] = 1.0
        else:
            a, b, j = labels[mu - v]
            r2[a, b, j], r2[b, a, j] = 1.0, -1.0
        s1, s2 = sigma(w, r1, r2, lambda r: factored_step(w, r))
        cols.append(np.concatenate([s1, [s2[x] for x in labels]]))
    return np.array(cols).T


# arbitrary, large amplitudes: every term of the formulas is exercised
t1 = 0.3 * rng.normal(size=(o, v))
t2 = 0.3 * rng.normal(size=(o, o, v, v))
t2 = t2 - t2.transpose(1, 0, 2, 3)
t2 = t2 - t2.transpose(0, 1, 3, 2)
w = intermediates(h, B, t1, t2)
Hbar, commutator, shifted = operator_matrices(t1, t2)
formula = formula_matrix(w)
err_sigma = abs(formula - commutator).max()
gap_unsolved = abs(formula - shifted).max()
assert err_sigma < 1e-9
assert gap_unsolved > 1e-2

# W_abcd from its definition: Hbar between two-particle determinants
E0 = ref @ Hbar @ ref
one = kets[:v]
F = one @ Hbar @ one.T - E0 * np.eye(v)
two = np.array([[cre[o + a] @ cre[o + b] @ ref for b in range(v)]
                for a in range(v)])
d = np.eye(v)
direct = es('abx,xy,cdy->abcd', two, Hbar, two)
lower_rank = (E0 * es('ac,bd->abcd', d, d) + es('ac,bd->abcd', F, d)
              + es('bd,ac->abcd', F, d))
W_def = direct - lower_rank + lower_rank.transpose(0, 1, 3, 2)
W = explicit_four_virtual(w)
err_W = abs(W - W_def).max()
assert err_W < 1e-9

r2 = rng.normal(size=(v, v, o))
r2 = r2 - r2.transpose(1, 0, 2)
stored = 0.5 * es('abcd,cdj->abj', W_def, r2)
err_factored = abs(stored - factored_step(w, r2)).max()
err_bare = abs(stored - bare_integral_step(B, t1, t2, r2)).max()
assert err_factored < 1e-9 and err_bare < 1e-9

# solve the CCSD equations from operator residuals, then compare again
fdiag = (np.diag(h) + es('Qpp,Qii->p', B, B[:, :o, :o])
         - es('Qpi,Qip->p', B[:, :, :o], B[:, :o, :]))
d1 = fdiag[:o, None] - fdiag[None, o:]
d2 = d1[:, None, :, None] + d1[None, :, None, :]
exc = pair_op[o:, :o].transpose(1, 0, 2, 3)
single_kets = exc @ ref
double_kets = es('iaxy,jby->ijabx', exc, single_kets)
t1, t2 = np.zeros((o, v)), np.zeros((o, o, v, v))
for cycle in range(100):
    T = cluster(t1, t2)
    g = exp_apply(-T, H @ exp_apply(T, ref))
    res1, res2 = single_kets @ g, double_kets @ g
    residual = max(abs(res1).max(), abs(res2).max())
    if residual < 1e-11:
        break
    t1, t2 = t1 + res1 / d1, t2 + res2 / d2
assert residual < 1e-11
_, _, shifted = operator_matrices(t1, t2)
gap_solved = abs(formula_matrix(intermediates(h, B, t1, t2)) - shifted).max()
assert gap_solved < 1e-9

# ---- Part 2: LiH --------------------------------------------------------
distance, diffuse = 3.0, 0.008
li_basis = gto.basis.load('6-31g', 'Li') + [[0, [diffuse, 1.0]],
                                            [1, [diffuse, 1.0]]]
mol = gto.M(atom=[['Li', (0, 0, 0)], ['H', (0, 0, distance)]], unit='Bohr',
            basis={'Li': li_basis, 'H': '6-31g'}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
mycc = cc.RCCSD(mf)
mycc.conv_tol, mycc.conv_tol_normt, mycc.max_cycle = 1e-10, 1e-8, 100
mycc.kernel()
assert mf.converged and mycc.converged

C = mf.mo_coeff
norb, nocc = C.shape[1], mol.nelectron // 2
h_mo = C.T @ mf.get_hcore() @ C
eri = ao2mo.kernel(mol, C)
lam, vec = np.linalg.eigh(eri)
keep = lam > 1e-10
B_mo = lib.unpack_tril(np.ascontiguousarray(
    (vec[:, keep] * np.sqrt(lam[keep])).T))
I2 = np.eye(2)
B_so, h_so = np.kron(B_mo, I2[None]), np.kron(h_mo, I2)
t1_so = np.kron(mycc.t1, I2)
no, nv = t1_so.shape
t2_so = es('ijab,su,tv->isjtaubv', mycc.t2, I2, I2).reshape(no, no, nv, nv)
t2_so = t2_so - t2_so.transpose(0, 1, 3, 2)
w = intermediates(h_so, B_so, t1_so, t2_so)


def lowest_root(step):
    """Davidson iteration started from the LUMO with spin up."""
    fv, fo = np.diag(w.Fvv), np.diag(w.Foo)
    diag2 = fv[:, None, None] + fv[None, :, None] - fo[None, None, :]
    diagonal = np.concatenate([fv, diag2.ravel()])
    start = np.zeros(diagonal.size)
    start[0] = 1.0
    basis, images = [start], []
    for _ in range(120):
        x = basis[-1]
        s1, s2 = sigma(w, x[:nv], x[nv:].reshape(nv, nv, no), step)
        images.append(np.concatenate([s1, s2.ravel()]))
        V, S = np.array(basis).T, np.array(images).T
        vals, vecs = np.linalg.eig(V.T @ S)
        k = np.argmin(vals.real)
        omega, c = vals[k].real, vecs[:, k].real
        res = S @ c - omega * (V @ c)
        if np.linalg.norm(res) < 1e-7:
            return omega, V @ c, len(basis)
        den = omega - diagonal
        new = res / np.where(abs(den) < 0.05, -0.05, den)
        for _ in range(2):
            new = new - V @ (V.T @ new)
            new = new / np.linalg.norm(new)
        basis.append(new)
    raise RuntimeError('Davidson iteration did not converge')


omega, x, cycles = lowest_root(lambda r: factored_step(w, r))
weight1 = x[:nv] @ x[:nv]
weight2 = 0.5 * x[nv:] @ x[nv:]
share1 = weight1 / (weight1 + weight2)
eom = eom_rccsd.EOMEA(mycc)
eom.conv_tol, eom.max_cycle = 1e-9, 100
eom.kernel(nroots=1)
omega_ref = float(np.ravel(eom.e)[0])
assert abs(omega - omega_ref) < 1e-6

B_bare = np.ascontiguousarray(B_so[:, no:, no:])
omega_bare, _, _ = lowest_root(
    lambda r: es('Qac,Qbd,cdj->abj', B_bare, B_bare, r))
omega_none, _, _ = lowest_root(lambda r: np.zeros_like(r))
omega_1p = np.linalg.eigvals(w.Fvv).real.min()

# memory really used by the storage-free step
r2 = x[nv:].reshape(nv, nv, no)
result = factored_step(w, r2)
tracemalloc.start()
factored_step(w, r2)
peak = tracemalloc.get_traced_memory()[1]
tracemalloc.stop()
W = explicit_four_virtual(w)
err_LiH = abs(result - 0.5 * es('abcd,cdj->abj', W, r2)).max()
assert err_LiH < 1e-10
assert peak < 0.5 * W.nbytes

fci_energy = []
for electrons in ((nocc, nocc), (nocc + 1, nocc)):
    solver = fci.direct_spin1.FCI()
    solver.conv_tol, solver.max_cycle = 1e-9, 100
    fci_energy.append(solver.kernel(h_mo, eri, norb, electrons)[0])
    assert np.all(solver.converged)
omega_fci = fci_energy[1] - fci_energy[0]

eV = physical_constants['Hartree energy in eV'][0]
print('Fock-space test: occupied, virtual spin orbitals:', o, v)
print(f'  sigma formulas vs [Hbar,R], max error: {err_sigma:.1e} hartree')
print(f'  W_abcd vs definition, max error: {err_W:.1e} hartree')
print(f'  factored step, max error: {err_factored:.1e} hartree')
print(f'  bare-integral step, max error: {err_bare:.1e} hartree')
print(f'  sigma vs (Hbar-E)R, arbitrary T: {gap_unsolved:.3f} hartree')
print(f'  sigma vs (Hbar-E)R, CCSD T: {gap_solved:.1e} hartree')
print(f'LiH distance: {distance:.1f} bohr')
print(f'diffuse s and p exponent on Li: {diffuse:.3f} bohr^-2')
print('spatial orbitals:', norb)
print('occupied, virtual spin orbitals:', no, nv)
print('three-index factors N_Q:', len(B_mo))
print(f'RHF energy: {mf.e_tot:.6f} hartree')
print(f'CCSD energy: {mycc.e_tot:.6f} hartree')
print(f'largest |t1|: {abs(t1_so).max():.4f}')
print(f'LUMO energy: {mf.mo_energy[nocc]:.6f} hartree')
print(f'lowest root of 1p block alone: {omega_1p:.6f} hartree')
print(f'EA-EOM-CCSD omega: {omega:.6f} hartree')
print(f'electron affinity -omega: {-omega * eV:.4f} eV')
print('Davidson cycles:', cycles)
print(f'independent code omega: {omega_ref:.6f} hartree')
print(f'1p share of right vector: {share1:.4f}')
print(f'omega, four-virtual term undressed: {omega_bare:.6f} hartree')
print(f'omega, four-virtual term removed: {omega_none:.6f} hartree')
print(f'full-CI energy difference, same basis: {omega_fci:.6f} hartree')
print(f'EA-EOM-CCSD minus full CI: {(omega - omega_fci)*1e3:.3f} mhartree')
print(f'LiH factored vs stored step: {err_LiH:.1e} hartree')
print(f'LiH W_abcd storage: {W.nbytes / 1e6:.2f} MB')
print(f'LiH B_vv storage: {w.Bvv.nbytes / 1e6:.2f} MB')
print(f'LiH peak extra memory, factored step: {peak / 1e6:.2f} MB')
O, V, Q = 20, 400, 1200
print('larger case: o, v, N_Q:', O, V, Q)
print(f'  W_abcd storage: {8 * V**4 / 1e9:.1f} GB')
print(f'  B_vv storage: {8 * Q * V**2 / 1e9:.2f} GB')
print(f'  stored step o v^4: {O * V**4:.2e} multiplications')
print(f'  ring term o^2 v^3: {O**2 * V**3:.2e} multiplications')
print(f'  factored step 2 N_Q o v^3: {2*Q*O*V**3:.2e} multiplications')
print(f'  rebuilding v_abcd, N_Q v^4: {Q * V**4:.2e} multiplications')
print(f'  factored/stored ratio 2 N_Q/v: {2 * Q / V:.1f}')
print('verified')
```

Output:

```
Fock-space test: occupied, virtual spin orbitals: 3 5
  sigma formulas vs [Hbar,R], max error: 2.7e-15 hartree
  W_abcd vs definition, max error: 2.7e-15 hartree
  factored step, max error: 6.2e-15 hartree
  bare-integral step, max error: 6.3e-15 hartree
  sigma vs (Hbar-E)R, arbitrary T: 2.340 hartree
  sigma vs (Hbar-E)R, CCSD T: 1.8e-12 hartree
LiH distance: 3.0 bohr
diffuse s and p exponent on Li: 0.008 bohr^-2
spatial orbitals: 15
occupied, virtual spin orbitals: 4 26
three-index factors N_Q: 102
RHF energy: -7.979388 hartree
CCSD energy: -7.998416 hartree
largest |t1|: 0.0294
LUMO energy: -0.006474 hartree
lowest root of 1p block alone: -0.005161 hartree
EA-EOM-CCSD omega: -0.008021 hartree
electron affinity -omega: 0.2183 eV
Davidson cycles: 12
independent code omega: -0.008021 hartree
1p share of right vector: 0.9905
omega, four-virtual term undressed: -0.008023 hartree
omega, four-virtual term removed: -0.036322 hartree
full-CI energy difference, same basis: -0.007993 hartree
EA-EOM-CCSD minus full CI: -0.028 mhartree
LiH factored vs stored step: 7.8e-18 hartree
LiH W_abcd storage: 3.66 MB
LiH B_vv storage: 0.55 MB
LiH peak extra memory, factored step: 0.43 MB
larger case: o, v, N_Q: 20 400 1200
  W_abcd storage: 204.8 GB
  B_vv storage: 1.54 GB
  stored step o v^4: 5.12e+11 multiplications
  ring term o^2 v^3: 2.56e+10 multiplications
  factored step 2 N_Q o v^3: 3.07e+12 multiplications
  rebuilding v_abcd, N_Q v^4: 3.07e+13 multiplications
  factored/stored ratio 2 N_Q/v: 6.0
verified
```
